# How a Concentric Film Patch Bends a Free Disc: test program

```python
"""Curvature of a free disc that carries a concentric stressed film patch.

Result under test: the covered region has the uniform curvature
    kappa_in = kappa_S * [(1 + nu) + (1 - nu) a^2/R^2] / 2,
    kappa_S  = 6 f (1 - nu) / (E h^2)          (Stoney, full cover).
a, R: patch and disc radius; h, E, nu: substrate thickness, Young modulus,
Poisson ratio; f = film stress times film thickness. The film is on top,
and positive curvature means that the rim is raised.
Outside the patch the slope is B r + C/r.
Internal units: mm, N, MPa. The solid-disc test is dimensionless.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def stoney(f, E, nu, h):
    return 6 * f * (1 - nu) / (E * h**2)


def patch_factor(nu, x):
    return ((1 + nu) + (1 - nu) * x**2) / 2


def outer_coefficients(kappa_s, nu, a, R):
    B = (1 - nu) * kappa_s * a**2 / (2 * R**2)
    C = (1 + nu) * kappa_s * a**2 / 2
    return B, C


def plate_slope(a, R, h, E, nu, film, stiff=False, large=False,
                weight=0.0, cells=400):
    """Minimize the discretized elastic energy; return radii and slopes.

    film = (thickness, Young modulus, Poisson ratio, stress).
    stiff: keep the film's own stiffness and finite thickness.
    large: keep the slope-squared term of the radial strain.
    weight: load per area, with the disc supported at its rim.
    """
    hf, Ef, nuf, stress = film
    r = np.linspace(0, R, cells + 1)
    dr = R / cells
    mid = (r[1:] + r[:-1]) / 2
    covered = mid < a

    def plane(n):
        return np.array([[1.0, n], [n, 1.0]])

    # strain order: radial, hoop, radial curvature, hoop curvature
    # local unknowns: displacement and slope at the two cell ends
    Bm = np.zeros((cells, 4, 4))
    for k in (0, 1):
        Bm[:, 2 * k, k] = -1 / dr
        Bm[:, 2 * k, k + 2] = 1 / dr
        Bm[:, 2 * k + 1, k] = 0.5 / mid
        Bm[:, 2 * k + 1, k + 2] = 0.5 / mid
    H = np.zeros((cells, 4, 4))
    H[:, :2, :2] = E * h / (1 - nu**2) * plane(nu)
    H[:, 2:, 2:] = E * h**3 / (12 * (1 - nu**2)) * plane(nu)
    pre = np.zeros((cells, 4))
    if stiff:
        half = hf / 2
        layers = [(h / 2 + half + s * half / np.sqrt(3), half)
                  for s in (-1, 1)]
    else:
        layers = [(h / 2, hf)]
    for z, t in layers:
        T = np.hstack([np.eye(2), -z * np.eye(2)])
        pre[covered] += stress * t * (T.T @ np.ones(2))
        if stiff:
            H[covered] += t * Ef / (1 - nuf**2) * (T.T @ plane(nuf) @ T)

    dof = 2 * np.arange(cells)[:, None] + np.arange(4)[None, :]
    rows = np.repeat(dof, 4, axis=1).ravel()
    cols = np.tile(dof, (1, 4)).ravel()
    size = 2 * (cells + 1)
    q = np.zeros(size)
    measure = mid * dr
    v = np.array([0, 0.5, 0, 0.5])
    for _ in range(15 if large else 1):
        ql = q[dof]
        s = np.einsum('cij,cj->ci', Bm, ql)
        J = Bm.copy()
        if large:
            phi = ql @ v
            s[:, 0] += phi**2 / 2
            J[:, 0, :] += phi[:, None] * v
        force = np.einsum('cij,cj->ci', H, s) + pre
        g = np.einsum('cij,ci->cj', J, force) * measure[:, None]
        g -= (weight * mid**2 / 2 * dr)[:, None] * v
        K = np.matmul(np.transpose(J, (0, 2, 1)), np.matmul(H, J))
        K = K * measure[:, None, None]
        if large:
            K += (force[:, 0] * measure)[:, None, None] * np.outer(v, v)
        grad = np.zeros(size)
        np.add.at(grad, dof.ravel(), g.ravel())
        full = coo_matrix((K.ravel(), (rows, cols)),
                          shape=(size, size)).tocsc()
        step = spsolve(full[2:, 2:], grad[2:])
        q[2:] -= step
    if large:
        assert np.max(np.abs(step)) < 1e-8 * np.max(np.abs(q))
    return r, q[1::2]


def solid_disc(a, R, nu, nr=40, nz=4):
    """Mid-plane deflection from three-dimensional elasticity.

    E = h = 1; unit inward ring force per length at radius a on the top.
    Axisymmetric nine-node elements.
    """
    dr, dz = R / nr, 1.0 / nz
    nzn = 2 * nz + 1
    size = 2 * (2 * nr + 1) * nzn
    lam = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))
    hooke = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
    hooke[:3, :3] += lam
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(x):
        return (np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2]),
                np.array([x - 0.5, -2 * x, x + 0.5]))

    K = np.zeros((size, size))
    for i in range(nr):
        Ke = np.zeros((18, 18))
        for x, wx in zip(points, weights):
            Nx, dNx = shape(x)
            rad = (i + (x + 1) / 2) * dr
            for y, wy in zip(points, weights):
                Ny, dNy = shape(y)
                N = np.outer(Nx, Ny).ravel()
                Nr = np.outer(dNx, Ny).ravel() * 2 / dr
                Nz = np.outer(Nx, dNy).ravel() * 2 / dz
                S = np.zeros((4, 18))
                S[0, 0::2] = Nr
                S[1, 0::2] = N / rad
                S[2, 1::2] = Nz
                S[3, 0::2] = Nz
                S[3, 1::2] = Nr
                Ke += wx * wy * rad * dr * dz / 4 * (S.T @ hooke @ S)
        for j in range(nz):
            nodes = np.array([(2 * i + p) * nzn + 2 * j + s
                              for p in range(3) for s in range(3)])
            d = np.column_stack([2 * nodes, 2 * nodes + 1]).ravel()
            K[np.ix_(d, d)] += Ke
    F = np.zeros(size)
    ia = int(round(2 * a / dr))
    F[2 * (ia * nzn + nzn - 1)] = -a
    fixed = [2 * k for k in range(nzn)] + [2 * nz + 1]
    free = np.setdiff1d(np.arange(size), fixed)
    U = np.zeros(size)
    U[free] = np.linalg.solve(K[np.ix_(free, free)], F[free])
    r = np.linspace(0, R, 2 * nr + 1)
    return r, U[1::2].reshape(-1, nzn)[:, nz]


# Example: aluminium on fused silica, rough typical values
R, a, h = 50.0, 25.0, 0.5
E, nu = 72e3, 0.17
hf, Ef, nuf, stress = 1e-3, 70e3, 0.35, 200.0
density = 2200.0
alpha_f, alpha_s = 23e-6, 0.5e-6
film = (hf, Ef, nuf, stress)
f = stress * hf
kS = stoney(f, E, nu, h)

# Energy minimum against the closed formulas, inside and outside
table = []
for n in (0.0, nu, 0.4):
    for x in (0.2, 0.5, 0.8, 1.0):
        r, phi = plate_slope(x * R, R, h, E, n, film)
        k = stoney(f, E, n, h)
        ia = int(round(x * 400))
        inside = phi[1:ia + 1] / r[1:ia + 1]
        target = patch_factor(n, x)
        assert np.allclose(inside / k, target, rtol=5e-4)
        B, C = outer_coefficients(k, n, x * R, R)
        assert np.allclose(phi[ia:], B * r[ia:] + C / r[ia:], rtol=1e-3)
        if n == nu:
            table.append((x, target, inside[-1] / k))

# Solid disc without plate theory, read away from the patch edge
solid = []
for n in (nu, 0.4):
    r3, w3 = solid_disc(5.0, 10.0, n)
    k = stoney(1.0, 1.0, n, 1.0)
    i = int(np.argmin(abs(r3 - 2.0)))
    ratio = 2 * (w3[i] - w3[0]) / r3[i]**2 / k
    assert abs(ratio / patch_factor(n, 0.5) - 1) < 2e-3
    B, C = outer_coefficients(k, n, 5.0, 10.0)
    i, j = [int(np.argmin(abs(r3 - t))) for t in (7.5, 9.5)]
    rise = B * (r3[j]**2 - r3[i]**2) / 2 + C * np.log(r3[j] / r3[i])
    assert abs((w3[j] - w3[i]) / rise - 1) < 3e-3
    solid.append((n, ratio, patch_factor(n, 0.5)))

# Biaxial modulus from the three-dimensional Hooke law, free top face
lam = Ef * nuf / ((1 + nuf) * (1 - 2 * nuf))
mu = Ef / (2 * (1 + nuf))
ez = -2 * lam / (lam + 2 * mu)
biaxial = lam * (2 + ez) + 2 * mu
assert abs(biaxial / (Ef / (1 - nuf)) - 1) < 1e-12

# Example results
g = patch_factor(nu, a / R)
k_in = g * kS
B, C = outer_coefficients(kS, nu, a, R)
rad_a, hoop_a = B - C / a**2, B + C / a**2
rad_R, hoop_R = B - C / R**2, B + C / R**2
assert rad_a < 0 and rad_R < 0 and hoop_R > 0
r, phi = plate_slope(a, R, h, E, nu, film)
ia = 200
slope_out = np.gradient(phi[ia:], r[ia:], edge_order=2)
assert np.all(slope_out < 0)
jump = 2 * phi[ia] / a - (slope_out[0] + phi[ia] / a)
assert abs(jump / ((1 + nu) * kS) - 1) < 2e-3
bow = k_in * a**2 / 2 + B * (R**2 - a**2) / 2 + C * np.log(R / a)
bow_num = np.sum((phi[1:] + phi[:-1]) / 2 * np.diff(r))
assert abs(bow_num / bow - 1) < 1e-3


def neglected(cells):
    """Relative changes of the mean patch curvature, slope(a)/a."""
    m = cells // 2
    base = plate_slope(a, R, h, E, nu, film, cells=cells)[1][m]
    thick = plate_slope(a, R, h, E, nu, film, stiff=True,
                        cells=cells)[1][m]
    big = plate_slope(a, R, h, E, nu, film, large=True, cells=cells)[1][m]
    load = density * constants.g * h * 1e-3 * 1e-6
    sag = plate_slope(a, R, h, E, nu, (hf, Ef, nuf, 0.0), weight=load,
                      cells=cells)[1][m]
    return np.array([thick / base - 1, big / base - 1, sag / base])


coarse, fine = neglected(200), neglected(400)
mesh_shift = np.max(np.abs(fine - coarse))
assert mesh_shift < 1e-3
assert abs(fine[0]) < 0.05 and abs(fine[1]) < 0.05
drift = -biaxial * (alpha_f - alpha_s)

eV = constants.e
f_SI = f * 1e3
print("INPUTS (rough typical values, Al on fused silica)")
print(f"disc radius R = {R:.0f} mm, patch radius a = {a:.0f} mm")
print(f"substrate thickness h = {h*1e3:.0f} um")
print(f"substrate E = {E/1e3:.0f} GPa, nu_s = {nu:.2f}")
print(f"film thickness = {hf*1e6:.0f} nm, stress = {stress:.0f} MPa")
print(f"film E = {Ef/1e3:.0f} GPa, nu_f = {nuf:.2f}")
print(f"substrate density = {density:.0f} kg/m^3")
print(f"expansion film, substrate = {alpha_f*1e6:.1f}, "
      f"{alpha_s*1e6:.1f} 1e-6/K")
print("RESULTS")
print(f"film force f = {f_SI:.1f} N/m = {f_SI/eV*1e-20:.3f} eV/angstrom^2")
print(f"plate stiffness D = {E*h**3/(12*(1-nu**2))*1e-3:.4f} N m")
print(f"film moment m = f h/2 = {f*h/2:.4f} N")
print(f"Stoney curvature = {kS*1e3:.5f} 1/m")
print(f"patch factor g = {g:.5f}")
print(f"small-patch limit of g = {patch_factor(nu, 0.0):.4f}")
print(f"patch curvature = {k_in*1e3:.5f} 1/m = {k_in*1e-7:.4e} 1/angstrom")
print(f"patch radius of curvature = {1e-3/k_in:.2f} m")
print(f"outer coefficient B = {B*1e3:.5f} 1/m")
print(f"outer coefficient C = {C*1e3:.4f} mm^2/m")
print(f"just outside: radial {rad_a*1e3:.5f}, hoop {hoop_a*1e3:.5f} 1/m")
print(f"at the rim: radial {rad_R*1e3:.5f}, hoop {hoop_R*1e3:.5f} 1/m")
print(f"jump of curvature sum = {(1+nu)*kS*1e3:.5f} 1/m")
print(f"bow, rim minus centre = {bow*1e3:.2f} um")
print(f"stress from plain Stoney reading = {g*stress:.2f} MPa")
print("TEST: a/R, g formula, g from energy minimum (nu_s of example)")
for x, t, num in table:
    print(f"  {x:.1f}  {t:.5f}  {num:.5f}")
print("TEST: nu_s, g of solid disc, g formula (a = 5 h, R = 10 h)")
for n, num, t in solid:
    print(f"  {n:.2f}  {num:.5f}  {t:.5f}")
print("NEGLECTED EFFECTS on mean patch curvature")
print(f"film thickness and stiffness: {100*fine[0]:.3f} %")
print(f"large deflection: {100*fine[1]:.3f} %")
print(f"weight on rim support: {100*fine[2]:.2f} %")
print(f"largest shift, 200 to 400 cells: {100*mesh_shift:.5f} % points")
print(f"film biaxial modulus = {biaxial/1e3:.1f} GPa")
print(f"film stress drift = {drift:.3f} MPa/K = "
      f"{100*drift/stress:.2f} % per K")
print(f"thickness over patch radius h/a = {h/a:.3f}")
print("OK")
```

Running it gives:

```
INPUTS (rough typical values, Al on fused silica)
disc radius R = 50 mm, patch radius a = 25 mm
substrate thickness h = 500 um
substrate E = 72 GPa, nu_s = 0.17
film thickness = 1000 nm, stress = 200 MPa
film E = 70 GPa, nu_f = 0.35
substrate density = 2200 kg/m^3
expansion film, substrate = 23.0, 0.5 1e-6/K
RESULTS
film force f = 200.0 N/m = 12.483 eV/angstrom^2
plate stiffness D = 0.7723 N m
film moment m = f h/2 = 0.0500 N
Stoney curvature = 0.05533 1/m
patch factor g = 0.68875
small-patch limit of g = 0.5850
patch curvature = 0.03811 1/m = 3.8111e-12 1/angstrom
patch radius of curvature = 26.24 m
outer coefficient B = 0.00574 1/m
outer coefficient C = 20.2313 mm^2/m
just outside: radial -0.02663, hoop 0.03811 1/m
at the rim: radial -0.00235, hoop 0.01383 1/m
jump of curvature sum = 0.06474 1/m
bow, rim minus centre = 31.31 um
stress from plain Stoney reading = 137.75 MPa
TEST: a/R, g formula, g from energy minimum (nu_s of example)
  0.2  0.60160  0.60160
  0.5  0.68875  0.68875
  0.8  0.85060  0.85060
  1.0  1.00000  1.00000
TEST: nu_s, g of solid disc, g formula (a = 5 h, R = 10 h)
  0.17  0.68875  0.68875
  0.40  0.77500  0.77500
NEGLECTED EFFECTS on mean patch curvature
film thickness and stiffness: -0.483 %
large deflection: -1.769 %
weight on rim support: 14.08 %
largest shift, 200 to 400 cells: 0.00002 % points
film biaxial modulus = 107.7 GPa
film stress drift = -2.423 MPa/K = -1.21 % per K
thickness over patch radius h/a = 0.020
OK
```
